# Does the largest mode amplitude identify the primary instability?

## Question

I am studying a model of a hafnia-like ferroelectric film. The parent is the tetragonal structure $P4_2/nmc$, in which columns of oxygen atoms along $c$ are displaced alternately up and down. The relaxed final structure is polar along $c$.

I subtracted the parent positions from the final ones and projected the difference onto normalized displacement patterns. Two amplitudes came out:

- polar shift of oxygen against hafnium: 0.35 Å;
- change of the antiparallel oxygen shift: 0.50 Å.

The second is clearly larger. May I conclude that the antiparallel oxygen mode is the primary instability and that the polarization follows from it? If not, what would settle the matter?

## Answer

No. The amplitudes say how far the atoms went along each pattern, whereas a primary instability is a property of the energy at the starting point. A mode that is stable in the parent can be pushed by the square of the unstable one and, if it is soft enough, travel further. Your two numbers are compatible with that, as the following model shows.

### What symmetry allows

Let $Q$ be the polar amplitude and $S$ the change of the antiparallel shift. Both patterns have unit norm over the 12-atom cell (4 Hf, 8 O). In $S$ each oxygen moves by $\pm S/\sqrt8$ and hafnium rests. In $Q$ each oxygen moves by $Q/\sqrt{24}$ and each hafnium by $-2Q/\sqrt{24}$. The squares add up to $8/24+16/24=1$, and the sum of all displacements vanishes, so no rigid translation is counted.

Consider one symmetry operation of the parent: reflect in a hafnium plane perpendicular to $c$, then translate by $(a_0/2,0,c/2)$, where $a_0$ is the in-plane cell edge. The reflection exchanges "up" and "down" columns, and the translation exchanges them back. Hence $S\to S$. The polar shift is reversed by the reflection and unaffected by the translation, so $Q\to-Q$.

The energy must not change under this operation. Terms odd in $Q$, including $QS$, are therefore forbidden, while $Q^2S$ is allowed. A term linear in $S$ is also allowed by symmetry, but its coefficient is the force on $S$ in the parent, which is zero because the parent is relaxed. To leading order in the coupling,

$$E=-\frac a2Q^2+\frac b4Q^4+\frac k2S^2-gQ^2S,\qquad a,b,k,g>0 .$$

The energy $E$ is per 12-atom cell, the cell shape is held fixed, and the treatment is mean-field statics at zero temperature. I count $S$ positive when the antiparallel shift grows, and $g>0$ means that the polar shift favours this growth. With $g<0$ the antiparallel shift shrinks instead, and the results for this energy hold with $|S|$ and $|g|$ in place of $S$ and $g$.

A one-component $Q$ changes at most by a sign, so $Q^2$ is invariant, and a mode driven linearly by it must be fully symmetric. Here $S$ is the one fully symmetric atomic mode of the parent. It cannot lower the parent's symmetry, however large it becomes. If the primary mode has several components, products of these can also drive a secondary mode that lowers the symmetry.

### Which mode is unstable

At $Q=S=0$ the second derivatives are

$$\frac{\partial^2E}{\partial Q^2}=-a,\qquad \frac{\partial^2E}{\partial S^2}=k,\qquad \frac{\partial^2E}{\partial Q\,\partial S}=0 .$$

The parent is at a maximum along $Q$ and at a minimum along $S$. Thus $Q$ is primary with respect to this parent, before anything is known about final amplitudes.

### How far each mode goes

For a given $Q$, the force on $S$ vanishes when

$$\frac{\partial E}{\partial S}=kS-gQ^2=0\quad\Rightarrow\quad S=\frac{gQ^2}{k}.$$

The polar shift has moved the minimum of the $S$ parabola. Inserting this value, the two terms containing $S$ become

$$\frac k2\frac{g^2Q^4}{k^2}-\frac{g^2Q^4}{k}=-\frac{g^2Q^4}{2k}.$$

They lower the quartic term:

$$E=-\frac a2Q^2+\frac B4Q^4,\qquad B=b-\frac{2g^2}{k}.$$

Take $B>0$, so that the energy is bounded below. Setting $dE/dQ=-aQ+BQ^3$ to zero with $Q\neq0$ gives

$$Q^2=\frac aB,\qquad S=\frac{ga}{kB},\qquad E_{\min}=-\frac{a^2}{2B}+\frac{a^2}{4B}=-\frac{a^2}{4B}.$$

For positive $Q$ the ratio of amplitudes is

$$\frac SQ=\frac gkQ=\frac gk\sqrt{\frac aB},$$

and it exceeds one when

$$a>a_\times=\frac{Bk^2}{g^2}.$$

A small $k$ helps twice: $S$ yields more to a given push, and $B$ is smaller, so $Q$ itself grows.

### Your numbers

Take $a=2$ eV/Å$^2$, $b=80$ eV/Å$^4$, $k=2$ eV/Å$^2$ and $g=8$ eV/Å$^3$. Then

$$B=80-\frac{2\cdot 64}{2}=16\ \text{eV/Å}^4,$$

$$Q=\sqrt{2/16}=0.354\ \text{Å},\qquad S=\frac{8\cdot0.125}{2}=0.500\ \text{Å}.$$

These are your amplitudes, with $S/Q=1.41$, and the larger one belongs to the mode with positive curvature in the parent.

The energy account shows who pays:

| Term | eV per cell |
|---|---:|
| $-aQ^2/2$ | −0.1250 |
| $bQ^4/4$ | +0.3125 |
| $kS^2/2$ | +0.2500 |
| $-gQ^2S$ | −0.5000 |
| total | −0.0625 |

Displacing $S$ by itself costs 0.25 eV. The coupling pays for it, and the coupling vanishes without $Q$.

To find the polarization, add charge times displacement. With rough effective charges of $+5.2e$ for Hf and $-2.6e$ for O, the dipole per unit $Q$ has magnitude

$$\frac{8\cdot2.6+4\cdot5.2\cdot2}{\sqrt{24}}\,e=12.7\,e .$$

Multiplying by 0.354 Å and dividing by the cell volume of 135.25 Å$^3$ gives 53 µC/cm$^2$. The pattern $S$ contributes nothing to this, since its up and down displacements cancel.

### Freeze one mode at a time

Hold $S=0$ and relax $Q$. The energy is then $-aQ^2/2+bQ^4/4$, so

$$Q=\sqrt{a/b}=0.158\ \text{Å},\qquad E=-\frac{a^2}{4b}=-0.0125\ \text{eV}.$$

The structure still becomes polar. Now hold $Q=0$ and relax $S$. Only $kS^2/2$ remains, and $S$ returns to zero.

The secondary mode is not unimportant: with it free, the energy gain is five times larger and $Q$ more than doubles. A mode can thus supply most of the stabilization of the final state without being the one that makes the parent unstable.

The order of events agrees. Suppose both amplitudes relax downhill with equal mobility, in units of time that absorb the mobility. For small $Q$,

$$\dot Q=aQ,\qquad \dot S=gQ^2-kS .$$

Try $S=\gamma Q^2$. Since $d(Q^2)/dt=2aQ^2$, the second equation requires $2a\gamma=g-k\gamma$, so

$$S=\frac{g}{k+2a}\,Q^2=1.33\ \text{Å}^{-1}\,Q^2 .$$

Integrating the full equations from $Q=10^{-5}$ Å and $S=0$ gives $S=3.3\times10^{-5}$ Å when $Q=0.005$ Å, in agreement with this. The mode that ends up larger starts far behind. The coefficient is below the static value $g/k=4$ Å$^{-1}$ because $S$ lags behind a growing $Q$.

### Approach the onset

If you can tune the instability, for instance by strain, follow the amplitudes as $a$ goes to zero. With $b$, $k$ and $g$ held fixed, $Q\propto\sqrt a$ but $S\propto a$:

| $a$ (eV/Å$^2$) | $Q$ (Å) | $S$ (Å) | $S/Q$ |
|---:|---:|---:|---:|
| 0.25 | 0.125 | 0.063 | 0.50 |
| 1 | 0.250 | 0.250 | 1.00 |
| 2 | 0.354 | 0.500 | 1.41 |
| 4 | 0.500 | 1.000 | 2.00 |

The ranking changes at $a_\times=16\cdot4/64=1$ eV/Å$^2$, although $Q$ is the unstable mode in every row. Close enough to a continuous onset the primary mode is the larger one. Far from it, size is no guide.

This test needs a continuous transition. If $B<0$, a sixth-order term $cQ^6/6$ with $c>0$ is needed to bound the energy. Let the parent be stable, with curvature $\alpha=-a>0$ along $Q$. After elimination of $S$,

$$E=\frac\alpha2Q^2-\frac{|B|}4Q^4+\frac c6Q^6 .$$

The polar state has the same energy as the parent when both $E=0$ and $dE/dQ=0$ at some $Q\ne0$. Dividing these by $Q^2$ and $Q$ respectively gives

$$\frac\alpha2-\frac{|B|}4Q^2+\frac c6Q^4=0,\qquad \alpha-|B|Q^2+cQ^4=0 .$$

Subtract half of the second equation from the first: $|B|Q^2/4-cQ^4/3=0$. Hence

$$Q^2=\frac{3|B|}{4c},\qquad \alpha=|B|Q^2-cQ^4=\frac{3B^2}{16c}.$$

Both amplitudes jump, and $S/Q=(g/k)\sqrt{3|B|/4c}$ may exceed one from the start. The parent then has no unstable mode at the transition. One can still say that $Q$ breaks the symmetry, but not that it is a harmonic instability.

### Two further traps

**Curvatures of the final structure.** At the polar minimum the second derivatives are

$$E_{QQ}=-a+3bQ^2-2gS=-2+30-8=20,$$

$$E_{QS}=-2gQ=-5.66,\qquad E_{SS}=k=2,$$

all in eV/Å$^2$. The eigenvalues are $11\pm\sqrt{9^2+5.66^2}$, that is, 0.37 and 21.6 eV/Å$^2$. Both are positive, as they must be at a minimum, and the softest direction is 92% $S$ by squared weight (82% in mass-weighted coordinates). Looking for the soft direction in the final state would therefore point to the secondary mode again. The curvatures have to be taken in the parent.

**The definition of amplitude.** Suppose you weight each displacement by the square root of the atomic mass and keep the centre of mass at rest. For $S$ only oxygen moves, so the amplitude is $\sqrt{16.0}\cdot0.500=2.00$ Å$\sqrt{\text u}$. For $Q$, the oxygen and hafnium sublattices move against each other by $3Q/\sqrt{24}=0.217$ Å. Their masses per cell are 128 u and 714 u, with reduced mass $128\cdot714/842=108.5$ u, and the amplitude is $\sqrt{108.5}\cdot0.217=2.26$ Å$\sqrt{\text u}$. The ratio $S/Q$ drops from 1.41 to 0.89: the same structure now has the opposite ranking.

The count of unstable directions does not depend on such choices. Let $H$ be the matrix of second derivatives in the parent and change coordinates by an invertible matrix $J$, so that $x=Jy$ and $H'=J^{T}HJ$. If $x^{T}Hx<0$, then $y=J^{-1}x$ gives $y^{T}H'y=x^{T}Hx<0$. Each downhill direction remains downhill, and none is created, since the argument also runs backwards. An invertible $J$ also preserves the dimension of a subspace. The largest subspace in which every direction is downhill therefore keeps its dimension, which is the number of negative eigenvalues.

### "Primary" needs a named parent

Suppose you start instead from the structure without antiparallel shifts, $T=0$, where $T=s_0+S$ is the full antiparallel amplitude. In the tetragonal parent each oxygen is shifted by 0.26 Å, so $s_0=\sqrt8\cdot0.26=0.735$ Å. A simple energy covering both starting points is

$$E=\frac{k}{8s_0^2}w^2-\frac{g}{2s_0}Q^2w-\frac a2Q^2+\frac b4Q^4,\qquad w=T^2-s_0^2 .$$

Near $T=s_0$ we have $w\approx2s_0S$, and the first two terms become $kS^2/2-gQ^2S$, as before. At $T=Q=0$, expanding $w^2=T^4-2s_0^2T^2+s_0^4$ gives the curvatures

$$\frac{\partial^2E}{\partial T^2}=-\frac k2=-1.0,\qquad \frac{\partial^2E}{\partial Q^2}=gs_0-a=+3.9\ \text{eV/Å}^2 .$$

Seen from this cubic-type parent, the antiparallel mode is unstable and the polar mode is stable. At $Q=0$ the curvature along $Q$ is $-a-g(T^2-s_0^2)/s_0$. It turns negative once $T^2>s_0^2-as_0/g$, that is for $T>0.60$ Å or $0.81\,s_0$, so the polar instability appears only after $T$ has grown most of the way to $s_0$. So a sentence such as "the oxygen mode is primary" can be right for the cubic parent and wrong for the tetragonal one, for the same final structure.

The extended energy also shows how the shape of the oxygen well affects your ratio. For fixed $Q$, setting the derivative with respect to $w$ to zero gives $w=2s_0gQ^2/k$. The terms with $w$ then contribute

$$\frac{g^2Q^4}{2k}-\frac{g^2Q^4}{k}=-\frac{g^2Q^4}{2k},$$

the same as before, so $Q$ is unchanged. But now $T^2=s_0^2+2s_0S_0$, where $S_0=0.500$ Å is the earlier result, and

$$S=\sqrt{s_0^2+2s_0S_0}-s_0=0.394\ \text{Å}.$$

Beyond $s_0$ the restoring force of the well grows faster than that of the parabola. This outweighs the growth of the coupling force with $T$, so $S/Q$ falls to 1.12.

### How this compares with a real film

The cell size, oxygen shift and charges are rough values for hafnia. The four energy coefficients are chosen, and two choices matter. First, the polar instability of the tetragonal parent is assumed; I do not claim it for bulk hafnia. Secondly, $k=2$ eV/Å$^2$ corresponds to a wavenumber of 184 cm$^{-1}$ for $S$, deliberately softer than a rough 250 cm$^{-1}$ for such a mode. Raising $k$ to the latter value, with $a$, $b$ and $g$ fixed, gives $Q=0.210$ Å, $S=0.096$ Å and $S/Q=0.46$. With this stiffer secondary mode, the reversal would need a stronger coupling, a stronger polar instability (larger $a$) or a smaller $b$. The polarization of 53 µC/cm$^2$ is for a uniform single domain; in a polycrystalline film, grains with a tilted polar axis contribute less along the film normal. The polar orthorhombic $Pca2_1$ phase of hafnia involves further modes, so this two-mode example is not a model of that structure.

Other effects can be sized for the soft case:

- **Strain.** Let the cell deform with a stiffness of 400 GPa and a coupling to $Q^2$ that would produce 0.5% strain at the clamped $Q$. Strain then acts like another secondary variable and lowers $B$. The ratio becomes 1.46. This leaves out a direct coupling between the strain $\eta$ and the antiparallel shift, $-\lambda\eta w$, which symmetry also allows and which can be the larger effect. Let $K=338$ eV be the stiffness times the cell volume, and size $\lambda$ so that the shift $s_0$ produces a strain $\eta_t$, that is $\lambda=K\eta_t/s_0^2$. With $w\approx2s_0S$, relaxing the strain lowers $k$ by $4K\eta_t^2/s_0^2$. For $\eta_t=0.5$% the ratio becomes 1.43 or 1.91, depending on the relative sign of the two strain couplings. For $\eta_t=2$%, the whole excess of $c$ over $a_0$ in this cell, $k$ falls to 1.0 eV/Å$^2$ and $B$ turns negative, so the quartic energy no longer suffices.
- **Depolarization.** Let a short-circuited 10 nm film have a 0.5 nm interface layer, both with relative permittivity 30. Continuity of the electric displacement and zero total voltage give a field opposing $P$ of magnitude $Pt/[\varepsilon_0(\varepsilon_i d+\varepsilon_f t)]$, where $d$ and $t$ are the film and layer thicknesses and $\varepsilon_f$, $\varepsilon_i$ their permittivities. At the original polarization this is 0.96 MV/cm. It adds 0.34 eV/Å$^2$ to the curvature of $Q$, and the ratio falls to 1.29. Strictly, $\varepsilon_f$ should leave out the response of $Q$ itself; lowering it to 5 changes the ratio only to 1.28. The layer matters far more. With $\varepsilon_f=5$ and $\varepsilon_i=10$ the ratio is 0.97, and with $\varepsilon_i=3.9$, as for silica, the added curvature exceeds $a$ and the uniform polar state disappears. These numbers assume a perfectly insulating layer. The field inside the layer is $d/t=20$ times that in the film: 19 MV/cm at the original polarization with both permittivities 30, and about 40 MV/cm in the relaxed state with $\varepsilon_f=5$ and $\varepsilon_i=10$. A real oxide layer would pass or trap charge at such fields, which screens the polarization, and domains can also form; neither is included.
- **All three.** The steeper oxygen well, strain and depolarization together leave $Q=0.333$ Å, $S=0.357$ Å and a ratio of 1.07. With the high-permittivity layer ($\varepsilon_i=30$) the reversal survives, narrowly; with $\varepsilon_f=5$ and $\varepsilon_i=10$ it does not. Both statements hold without the direct strain–$S$ coupling and for an ideal insulating layer.
- **Applied field.** A field of 1 MV/cm along $P$, added to the original model alone, raises the ratio to 1.53.
- **Temperature.** At 300 K the thermal energy is 0.026 eV, not small beside the gain of 0.0625 eV per cell. Classical averages in the original model give $\langle S\rangle/\langle|Q|\rangle=1.39$ for one independent cell and 1.41 for ten cells moving together. For these parameters and this temperature, fluctuations hardly change the ratio, but a nonzero $\langle|Q|\rangle$ does not prove long-range polar order.

### What to do with your structure

Relax the tetragonal parent under its own symmetry, at the cell shape you wish to discuss. This matters for the decomposition too: an error $\delta$ in the parent's oxygen shift changes $S$ by $\sqrt8\,\delta$ and leaves $Q$ alone.

Then calculate the second derivatives in that parent. If the polar direction has negative curvature and the antiparallel one positive curvature, the polar mode is primary there. If the parent is unstable, freeze each mode in turn to see whether the other still condenses. If the transition is continuous, also follow both amplitudes towards onset. Near a discontinuous transition the parent can be stable along both modes; then neither may condense alone, and freezing does not settle the matter. Report the amplitudes as a description of the final structure, with their normalization, and name the parent whenever you call a mode primary. The main values used above are collected in the numerical output below.

## Table of computed values

```
Inputs: a=2.0 eV/A^2, b=80.0 eV/A^4, k=2.0 eV/A^2, g=8.0 eV/A^3
Cell 5.1 x 5.1 x 5.2 A, volume 135.25 A^3
Parent oxygen shift 0.26 A, amplitude s0 = 0.7354 A
Charges Hf 5.2 e, O -2.6 e; masses 178.49, 15.999 u
Parent symmetry operations in the cell: 32
Fully symmetric modes: 1; polar c-axis patterns: 2
Parent curvatures Q, S: -2.000, 2.000 eV/A^2
Renormalized quartic coefficient B = 16.000 eV/A^4
Minimum: Q = 0.3536 A, S = 0.5000 A, S/Q = 1.4142
Energy at minimum = -0.06250 eV per cell
  Q quadratic term -0.1250 eV
  Q quartic term   0.3125 eV
  S own cost       0.2500 eV
  coupling term    -0.5000 eV
S frozen at 0: Q = 0.1581 A, energy -0.01250 eV
Q frozen at 0: S = 0.0000 A
Scan a=0.25 eV/A^2: Q=0.1250 A, S=0.0625 A, S/Q=0.500
Scan a=1.00 eV/A^2: Q=0.2500 A, S=0.2500 A, S/Q=1.000
Scan a=2.00 eV/A^2: Q=0.3536 A, S=0.5000 A, S/Q=1.414
Scan a=4.00 eV/A^2: Q=0.5000 A, S=1.0000 A, S/Q=2.000
Powers of a: Q 0.500, S 1.000; crossover a = 1.000 eV/A^2
Early growth: Q=0.0050 A, S=3.334e-05 A, S/Q^2=1.3337 1/A
Final curvatures: 0.370, 21.630 eV/A^2
Share of S in the softest final direction: 0.923
Relative Hf-O shift 0.2165 A; added oxygen shift 0.1768 A
Polarization = 53.3 uC/cm^2
Mass-weighted Q, S: 2.256, 2.000 A sqrt(u); S/Q = 0.887
Parent wavenumber of S = 184 cm^-1
S at 250 cm^-1: k=3.68 eV/A^2, Q=0.2104 A, S=0.0963 A, S/Q=0.458
Extended model: Q=0.3536 A, S=0.3943 A, S/Q=1.115
Cubic-parent curvatures Q, T: 3.883, -1.000 eV/A^2
Strain inputs: stiffness 400 GPa, strain 0.5 % at the clamped Q
With strain: Q=0.3661 A, S=0.5362 A, strain 0.536 %, S/Q=1.465
Film 10.0 nm, layer 0.5 nm, permittivities 30.0, 30.0
Depolarizing field at the clamped Q = 0.956 MV/cm; added curvature 0.345 eV/A^2
With depolarization: Q=0.3217 A, S=0.4139 A, S/Q=1.287
Extended + strain + depolarization: Q=0.3331 A, S=0.3571 A, S/Q=1.072
With 1 MV/cm along P: Q=0.3819 A, S=0.5834 A, S/Q=1.528
Thermal energy at 300 K = 0.02585 eV
Thermal means, block of 1: |Q|=0.3131 A, S=0.4341 A, ratio=1.386
Thermal means, block of 10: |Q|=0.3507 A, S=0.4947 A, ratio=1.410
```
